\section*{Resolving steady heat current by frequency from force-velocity correlations, part 2}

The problem is to resolve by frequency the steady heat current $J$ through a classical solid. A plane divides the atoms into a left set $L$ and a right set $R$. $F_{ji}$ is the force on $j\in R$ from $i\in L$, $v_i$ is a velocity, and each side is assigned half of every crossing pair energy. With delay $\tau$ and averages over the steady state,
\begin{equation}
C(\tau)=\sum_{i\in L,\,j\in R}\Big\langle F_{ji}(t+\tau)\cdot\frac{v_i(t)+v_j(t)}{2}\Big\rangle ,\qquad J=C(0).
\end{equation}
With $\tilde C(\omega)=\int_{-\infty}^{\infty}e^{i\omega\tau}C(\tau)\,d\tau$ and $\omega$ the angular frequency,
\begin{equation}
J=\int_0^\infty q(\omega)\,d\omega,\qquad q(\omega)=\frac1\pi\,\mathrm{Re}\,\tilde C(\omega).
\label{eq:q}
\end{equation}
In a simulation, $q$ is estimated from force and velocity records of length $t_0$.

Sharing the pair energy differently leaves $J$ unchanged. It also leaves $q$ unchanged for linear springs, but not in general for nonlinear bonds. The example was a bond with $x=\cos t-\tfrac12\sin2t$ and force $f=x^2$, in reduced units: its mean power is $+\frac14$ at the first harmonic and $-\frac14$ at the second.

For a harmonic system, $u_i$ are displacements with time factor $e^{-i\omega t}$, $M$ and $K$ are the mass and stiffness matrices, and $\Sigma=\Sigma_L+\Sigma_R$ is the self-energy of the baths, at temperatures $T_L$ and $T_R$. Then $G=[\omega^2M-K-\Sigma]^{-1}$ and $\Gamma_b=i(\Sigma_b-\Sigma_b^\dagger)$. Langevin friction $\lambda_b$ has $\Sigma_b=-i\omega\lambda_b$. The noise spectrum of each bath was assumed to be $k_BT_b\Gamma_b/\omega$, with independent noises and each bath wholly on its own side of the plane. An energy balance at one frequency, counting all forces across the plane, gave
\begin{equation}
q(\omega)=\frac{k_B(T_L-T_R)}{2\pi}\,\mathcal T(\omega),\qquad \mathcal T=\mathrm{Tr}\,[\Gamma_RG\Gamma_LG^\dagger],
\label{eq:landauer}
\end{equation}
the same for every plane that keeps the baths on their own sides.

\section{Numbers, leads and anharmonic bonds}

The symbols needed from the first half are these. $F_{ji}$ is the force on atom $j$ on the right of a plane from atom $i$ on its left, and $v$ is a velocity. The spectral current $q(\omega)$ is $1/\pi$ times the real part of the Fourier transform of the correlation between $F_{ji}$ and $(v_i+v_j)/2$, summed over crossing pairs. Its integral over $\omega>0$ is the current $J$ from left to right. For harmonic systems with classical baths at $T_L$ and $T_R$, $q=k_B(T_L-T_R)\mathcal T/2\pi$ with $\mathcal T=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$. Here $G=[\omega^2M-K-\Sigma]^{-1}$, where $M$ and $K$ are the mass and stiffness matrices, $\Sigma=\Sigma_L+\Sigma_R$ is the self-energy of the baths, and $\Gamma_b=i(\Sigma_b-\Sigma_b^\dagger)$. Langevin friction $\lambda$ has $\Sigma=-i\omega\lambda$.

\textbf{Q.} I would like to see the two sides of that equality computed separately.

\textbf{A.} Take eight atoms in a row between fixed walls, four of mass $m$ followed by four of mass $2m$. All springs, including those to the walls, have stiffness $k$. The end atoms feel Langevin friction $\sqrt{km}$, with $k_BT_L=1.5$ and $k_BT_R=0.5$ in units of $\varepsilon=ka^2$, where $a$ is the unit of length. Frequencies are in units of $\omega_0=\sqrt{k/m}$.

For one side of the equality, the linear Langevin equations fix the equal-time covariances of the steady state. Propagating these in time gives $C(\tau)$, which is then integrated numerically against $\cos\omega\tau$. The other side uses $G$. The results are
\begin{center}
\begin{tabular}{cccc}
$\omega/\omega_0$ & $\mathcal T$ & $q/\varepsilon$, correlation & $q/\varepsilon$, Landauer\\
0.3 & 0.5135 & 0.08173 & 0.08173\\
0.6 & 0.9482 & 0.15092 & 0.15092\\
0.9 & 0.8867 & 0.14112 & 0.14112\\
1.2 & 0.6080 & 0.09676 & 0.09676\\
1.6 & 0.00116 & 0.000185 & 0.000185
\end{tabular}
\end{center}
In the second row, for example, $1\times0.9482/2\pi=0.1509$. The seven planes between atoms agree with one another to rounding error. The integral of $q$, the equal-time average $C(0)$ and the power supplied by the hot bath all give $J=0.11464\,\varepsilon\omega_0$.

The small value at $1.6\,\omega_0$ has a simple origin. A uniform chain of mass $2m$ obeys $2m\omega^2=4k\sin^2(\theta/2)$, with $\theta$ the phase advance per atom, so it carries travelling waves only up to $\sqrt2\,\omega_0$. Above that frequency the motion decays through the heavy half.

\textbf{Q.} In a chain one bond crosses the plane. Real forces reach further. May I keep the nearest pairs as an approximation?

\textbf{A.} That is not safe. Add springs of stiffness $0.3k$ between second neighbours and put the plane in the middle. At $0.6\,\omega_0$ the sum over all crossing pairs gives $0.04313\,\varepsilon$, which equals the Landauer value. The nearest pair alone gives $0.02114\,\varepsilon$, about half of it. The energy balance counted every force across the plane. Here two second-neighbour springs cross it, and at this frequency each carries about a quarter of the power; the shares change with frequency.

\textbf{Q.} Your transmission contains the friction of the thermostats. When people speak of Landauer transmission they mean a scatterer between ideal leads.

\textbf{A.} The objection is correct, and it limits the statement. Equation \eqref{eq:landauer} gives the transmission between the baths that are actually present. To obtain the scatterer's own transmission, the baths must act like leads. Consider a semi-infinite chain of masses $m$ and springs $k$ attached to atom 0. With the time factor $e^{-i\omega t}$, a wave leaving atom 0 is $u_n=u_0e^{i\theta n}$, $0<\theta<\pi$, with
\begin{equation}
m\omega^2=2k(1-\cos\theta).
\end{equation}
The lead enters the equation for atom 0 through $-ku_1=-ke^{i\theta}u_0$, so that
\begin{equation}
\Sigma_{\rm lead}=-ke^{i\theta},\qquad \Gamma_{\rm lead}=-2\,\mathrm{Im}\,\Sigma_{\rm lead}=2k\sin\theta .
\end{equation}

\textbf{Q.} That is the lead's response. Does its thermal motion also supply the noise you assumed?

\textbf{A.} It does if the lead starts in thermal equilibrium. Let $x_n$ be its normal modes, scaled to unit mass, with frequencies $\omega_n$, and let $c_nx_n$ be their forces on atom 0. From $\ddot x_n=-\omega_n^2x_n+c_nu_0$, the driven part of the force is $\sum_nc_n^2u_0/[\omega_n^2-(\omega+i0)^2]$. It enters $\Sigma$ with a minus sign, and for $\omega>0$
\begin{equation}
\Gamma=2\pi\sum_nc_n^2\,\delta(\omega^2-\omega_n^2)=\frac{\pi}{\omega}\sum_nc_n^2\,\delta(\omega-\omega_n).
\end{equation}
The free part has $\langle x_n(\tau)x_n(0)\rangle=(k_BT/\omega_n^2)\cos\omega_n\tau$. Its force spectrum at $\omega>0$ is $\pi k_BT\sum_nc_n^2\delta(\omega-\omega_n)/\omega_n^2$, which equals $k_BT\,\Gamma/\omega$, as assumed.

\textbf{Q.} Then work out a scatterer that can be checked.

\textbf{A.} Let atom 0 have mass $m+\delta m$ in an otherwise uniform infinite chain. Eliminating both leads gives
\begin{equation}
G_{00}^{-1}=\omega^2(m+\delta m)-2k+2ke^{i\theta}=\omega^2\delta m+2ik\sin\theta ,
\end{equation}
since $m\omega^2-2k=-2k\cos\theta$ cancels the real part of $2ke^{i\theta}$. To keep the baths on opposite sides of a plane, retain atom 1 as part of the system and cut between atoms 0 and 1. A force on atom 0 gives $u_1=e^{i\theta}u_0$, so $|G_{10}|=|G_{00}|$ and
\begin{equation}
\mathcal T=\frac{(2k\sin\theta)^2}{(\omega^2\delta m)^2+(2k\sin\theta)^2}
=\frac{1}{1+(\delta m/m)^2\tan^2(\theta/2)} .
\end{equation}
The last step uses $\omega^2\delta m/(2k\sin\theta)=(\delta m/m)(1-\cos\theta)/\sin\theta$. Long waves pass freely, and the transmission vanishes at the band top, where $\theta\to\pi$. For a defect of mass $3m$, $\delta m/m=2$. At $\omega=\omega_0$, $\sin(\theta/2)=\frac12$ and $\tan^2(\theta/2)=\frac13$, so $\mathcal T=1/(1+\frac43)=0.4286$.

\textbf{Q.} A molecular dynamics code offers me friction and noise, not $-ke^{i\theta}$.

\textbf{A.} Friction can serve if it is spread out and rises slowly. I placed 400 atoms on each side of the defect. Their friction grows as the square of the distance from the defect, up to $0.1\sqrt{km}$ at the far ends. For comparison I took the same defect at the centre of a nine-atom chain with friction $\sqrt{km}$ on its end atoms alone. Both chains end at fixed walls.
\begin{center}
\begin{tabular}{cccc}
$\omega/\omega_0$ & ideal leads & graded baths & point baths\\
0.5 & 0.7895 & 0.7895 & 0.0757\\
1.0 & 0.4286 & 0.4286 & 0.2000\\
1.5 & 0.1628 & 0.1628 & 0.3153
\end{tabular}
\end{center}
At these three frequencies the graded baths reproduce the ideal leads to the digits shown. The point baths are wrong by a factor of ten at the lowest frequency and too high by nearly a factor of two at the highest.

The reason is visible in the self-energies. An end atom tied to a wall has $-i\omega\lambda$ where an ideal lead would have $-k\cos\theta-ik\sin\theta$. The real parts agree only at $\theta=\pi/2$, that is at $\omega=\sqrt2\,\omega_0$, and the imaginary parts then require $\lambda=\sqrt{km/2}$. At other frequencies the end reflects waves. The simulated object is then a defect inside a cavity, and interference can lower or raise its transmission. A graded region must still be long enough to absorb the wave, which becomes harder as $\omega\to0$, where the wavelength outgrows any fixed region.

\textbf{Q.} So far you have solved linear equations. Does the method survive the noise of a real simulation?

\textbf{A.} I returned to the eight-atom chain with its point baths and ran 400 independent trajectories. The time step was $0.05/\omega_0$ and each record lasted $1638.4/\omega_0$. The currents below are integrated over frequency bands, in units of $10^{-5}\varepsilon\omega_0$, with one standard error in parentheses.
\begin{center}
\begin{tabular}{cccc}
band$/\omega_0$ & after atom 2 & after atom 6 & Landauer\\
0--0.5 & 957 (17) & 954 (16) & 950\\
0.5--1 & 6216 (48) & 6216 (48) & 6258\\
1--1.5 & 4264 (39) & 4267 (39) & 4247\\
1.5--2 & 6 (7) & 11 (1) & 8\\
above 2 & 4 (2) & 2 (0) & 0\\
total & 11447 (64) & 11451 (64) & 11464
\end{tabular}
\end{center}
The three bands that carry the current agree with theory within about one standard error. In the two highest bands the plane after atom 6 shows an excess of 2 to 3 units, which is larger than its statistical error though tiny beside the total. A finite record weights $C(\tau)$ by $1-|\tau|/t_0$, which smears the spectrum and moves some current across band edges. Putting the exact $C(\tau)$ into that weighted sum gives 11 and 3 units in these two bands at either plane, close to the measured values. The finite time step shifts them by only about 0.1 unit.

\textbf{Q.} For a harmonic chain I would have used $G$ and skipped the simulation. What does the method give when the bonds are anharmonic?

\textbf{A.} It still gives a spectrum whose integral is $J$, but the spectrum may change from plane to plane. I added $\frac14(k/a^2)r^4$ to the energy of every bond of extension $r$ and left the masses, friction and bath temperatures unchanged. In the same units:
\begin{center}
\begin{tabular}{cccc}
band$/\omega_0$ & after atom 2 & after atom 6 & difference\\
0--0.5 & 704 (17) & 732 (17) & $-27$ (4)\\
0.5--1 & 2702 (31) & 2758 (30) & $-56$ (14)\\
1--1.5 & 5210 (46) & 5362 (40) & $-153$ (26)\\
1.5--2 & 4125 (49) & 4391 (41) & $-266$ (36)\\
above 2 & 1020 (36) & 521 (18) & $+498$ (33)\\
total & 13761 (73) & 13764 (72) & 
\end{tabular}
\end{center}
The totals agree and match the hot-bath power, $13785\pm73$. The share carried above $2\omega_0$ falls from $1020/13761=7.4\%$ to $521/13764=3.8\%$, and every lower band gains. The difference in the top band is 15 standard errors. The errors of the differences are smaller than two independent columns would give, because both planes were followed in the same trajectories and their currents fluctuate partly together.

The current is also 20\% larger than in the harmonic chain at the same bath settings. A quartic term stiffens the bonds and may widen the range of frequencies that the heavy half can carry. I have not tested that explanation. These settings are strongly anharmonic: the bonds stretch by $0.6$ to $0.7\,a$ in root mean square, the quartic energy is roughly half the harmonic energy, and the bath temperatures differ threefold. The length $a$ is the scale of the anharmonicity, not a lattice spacing; for a spring of 20 N/m, $k_BT=\varepsilon$ at 300 K means $a\simeq0.014$ nm. Real bonds have a leading cubic term and usually soften when stretched, so neither the 20\% rise nor the size of the band shifts carries over to a real junction.

\textbf{Q.} Energy is conserved. How can the current at one frequency differ between two planes in a steady state?

\textbf{A.} Conservation applies to the sum over frequencies. Follow one atom $n$ of the chain that touches no bath. Let $f_l$ and $f_r$ be the forces that the bonds on its left and right exert on their right-hand atoms. Then
\begin{equation}
m_n\dot v_n=f_l-f_r .
\end{equation}
Write $[A,B]$ for $1/\pi$ times the real part of the transform of $\langle A(t+\tau)B(t)\rangle$. The velocity correlation is even in $\tau$ and its derivative is odd, so $[\dot v_n,v_n]=0$ and $[f_l,v_n]=[f_r,v_n]$ at every frequency. For each bond $b$ define
\begin{equation}
q_b=\Big[f_b,\frac{v_{\rm left}+v_{\rm right}}2\Big],\qquad w_b=[f_b,\,v_{\rm right}-v_{\rm left}].
\end{equation}
Atom $n$ is the right-hand atom of bond $l$ and the left-hand atom of bond $r$. Hence $[f_l,v_n]=q_l+\frac12w_l$ and $[f_r,v_n]=q_r-\frac12w_r$, which gives
\begin{equation}
q_l(\omega)-q_r(\omega)=-\tfrac12\,[\,w_l(\omega)+w_r(\omega)\,].
\end{equation}
The term $w_b$ is the spectrum of the power that a bond delivers to its two atoms, which is minus the rate of change of the bond energy. It integrates to zero. For a linear spring it vanishes at each frequency, which shows again that a harmonic spectrum is the same at every plane. A nonlinear bond can take in power at some frequencies and return it at others. From one bond to the next the spectral current changes by half the sum of their two $w_b$. The same $w_b$ carries the dependence on how the pair energy is shared. In an anharmonic system $q$ therefore describes the work done across a chosen plane under a stated convention. Dividing it by $k_B(T_L-T_R)/2\pi$ gives a convenient ratio, but not the probability that a wave crosses the whole system.

\textbf{Q.} What do these reduced numbers mean for a real junction?

\textbf{A.} Take the round values $m=50$ u and $k=20$ N/m, which are of the size met in ordinary solids, though carbon chains are much lighter and stiffer. Then $\omega_0=1.552\times10^{13}$ rad/s, and the light chain's band ends at $2\omega_0/2\pi=4.94$ THz. The harmonic conductance is $J/(T_L-T_R)=0.1146\,k_B\omega_0=24.6$ pW/K. Single-molecule junctions lie, roughly, in the range of tens of pW/K, but this likeness in size does not validate the model. Two of its assumptions can be weighed. First, the contacts are point baths. If the light and heavy chains instead continued as ideal leads, the single channel would have $\mathcal T\le1$ up to $\sqrt2\,\omega_0$ and none above, so the conductance could not exceed $\sqrt2\,k_B\omega_0/2\pi=0.225\,k_B\omega_0$, about twice the value found. Second, the baths are classical. Quantum baths replace $k_BT$ by $\hbar\omega/(e^x-1)$ with $x=\hbar\omega/k_BT$, up to a zero-point term that cancels between the baths. For a small temperature difference this multiplies the integrand by $x^2e^x/(e^x-1)^2\simeq1-x^2/12$. At 300 K the band top has $x\simeq0.8$, so the harmonic conductance falls by at most about 5\%. At low temperature, where $x$ is large, the classical number fails. Real junctions also have three directions of motion and many-body forces, for which the work across the plane must first be divided among atoms. This chain does not say how far those move the number.

\section*{Values computed for the example and the checks}
\begin{verbatim}
chain: 8 atoms, masses (m): [1. 1. 1. 1. 2. 2. 2. 2.]
end friction 1.0 sqrt(k m); kT hot 1.5, cold 0.5 eps
w (w0) | transmission | q from correlation (eps) | q Landauer (eps)
  0.3  0.513503  0.081726  0.081726
  0.6  0.948234  0.150916  0.150916
  0.9  0.886710  0.141124  0.141124
  1.2  0.607968  0.096761  0.096761
  1.6  0.001161  0.000185  0.000185
largest spread of q over all 7 planes: 1.3e-14 eps
J: integral 0.114640, C(0) 0.114640, hot bath 0.114640 eps w0
second-neighbour springs 0.3 k, plane after atom 4, w = 0.6 w0:
  q all pairs 0.043129, nearest only 0.021135, Landauer 0.043129 eps
defect mass 3.0 m; graded baths: 400 atoms a side, top friction 0.1 sqrt(k m)
point baths: end atoms of a 9-atom chain, friction 1 sqrt(k m)
w (w0) | transmission: ideal leads | graded baths | point baths
  0.5  0.78947  0.78947  0.07574
  1.0  0.42857  0.42857  0.20000
  1.5  0.16279  0.16279  0.31530
bond x = cos t + 0.5 cos(2t + pi/2), force x^2: mean power by harmonic
  first +0.2500, second -0.2500 (reduced)
MD: 400 replicas, step 0.05/w0, record 1638.4/w0 each
MD with quartic coefficient 0.0 k/a^2; band currents in eps w0
band (w0) | after atom 2 +- | after atom 6 +- | Landauer
  0.0-0.5  0.00957 0.00017  0.00954 0.00016  0.00950
  0.5-1.0  0.06216 0.00048  0.06216 0.00048  0.06258
  1.0-1.5  0.04264 0.00039  0.04267 0.00039  0.04247
  1.5-2.0  0.00006 0.00007  0.00011 0.00001  0.00008
  2.0-inf  0.00004 0.00002  0.00002 0.00000  0.00000
  total  0.11447 0.00064  0.11451 0.00064  hot bath 0.11448 0.00064
MD with quartic coefficient 1.0 k/a^2; band currents in eps w0
band (w0) | after atom 2 +- | after atom 6 +- | difference +-
  0.0-0.5  0.00704 0.00017  0.00732 0.00017  -0.00027 0.00004
  0.5-1.0  0.02702 0.00031  0.02758 0.00030  -0.00056 0.00014
  1.0-1.5  0.05210 0.00046  0.05362 0.00040  -0.00153 0.00026
  1.5-2.0  0.04125 0.00049  0.04391 0.00041  -0.00266 0.00036
  2.0-inf  0.01020 0.00036  0.00521 0.00018  +0.00498 0.00033
  total  0.13761 0.00073  0.13764 0.00072  hot bath 0.13785 0.00073
  largest band difference: 15.0 standard errors
m = 50 u, k = 20 N/m: w0 = 1.5520e+13 rad/s
light-chain band top 2 w0/(2 pi) = 4.940 THz
harmonic conductance = 0.11464 kB w0 = 24.57 pW/K
\end{verbatim}
